# Step bunching by adatom drift with slow attachment kinetics

## Form of the growth rate from symmetry and dimensions

Consider straight parallel steps at positions $x_n$ on a surface that descends toward $+x$. Their mean spacing is $l$, and terrace $n$ has width $l_n=x_{n+1}-x_n$. Adatoms diffuse with diffusivity $D$ and drift at speed $v$ under a force along $x$. Each step exchanges adatoms with both adjoining terraces at the same attachment speed $k$. The question is whether small displacements $u_n\propto e^{iqn+\sigma t}$ grow.

Suppose that no atoms arrive from or leave to the vapor, that the adatom density adjusts instantly to the step positions, and that no adatom crosses a step without attaching. The flux on a terrace then depends only on its own width and on the densities set by its two edges. Three properties restrict the answer.

- A rigid shift of all steps changes no terrace width, so drift acts through differences $u_{n+1}-u_n$. A step moves by the difference between two terrace fluxes. The two differences together give a factor
$$\Lambda=2(1-\cos q),\qquad 0\le\Lambda\le4 .$$
- A terrace between equivalent edges is mirror symmetric. Reversing the drift reverses its flux, so the leading drift term is odd in $v$.
- Repulsion between neighboring steps acts through a chemical potential that is itself a second difference of $u_n$. Its relaxation therefore carries $\Lambda^2$.

Define $f=v/D$, an inverse length, and $d=D/k$, the attachment length. Let $\theta_0=\Omega c_0$ be the equilibrium adatom coverage, with $\Omega$ the area per atom and $c_0$ the equilibrium density. The transport and exchange laws are linear in density, so the rate is proportional to $\theta_0$. If the inverse length $\kappa$ measures repulsion, dimensions then leave
$$\mathrm{Re}\,\sigma=\frac{D\theta_0}{l}\left[f\Lambda\,\Phi(d/l)-\kappa\Lambda^2\,\Psi(d/l)\right]$$
to first order in drift and repulsion. Symmetry does not supply the sign of $\Phi$, which decides which drift direction is unstable. The terrace problem below gives
$$\Phi=\frac{2d/l}{(1+2d/l)^2},\qquad \Psi=\frac1{1+2d/l}.$$

## Terrace flux

The force on an adatom is $Z^*eE$, where $E$ is the field component along $+x$, $e>0$ the elementary charge and $Z^*$ the effective charge number. The Einstein relation gives
$$v=\frac{DZ^*eE}{k_BT},\qquad f=\frac{Z^*eE}{k_BT}.$$
Positive $v$ is step-down drift. Conventional current runs along $E$, so it has the direction of the drift when $Z^*>0$ and the opposite direction when $Z^*<0$.

Assume for now that the density $c(x)$ adjusts instantly to the step positions, that evaporation and deposition are absent, and that adatoms cannot cross a step without attaching. The flux on a terrace is then constant:
$$J=vc-Dc'.$$
With $x$ measured from the left edge, the solution is $c=J/v+Ae^{fx}$. Let $c_n$ be the density in equilibrium with step $n$. Counting flux positive toward $+x$, the edge laws are
$$J=k[c_n-c(0)],\qquad J=k[c(l_n)-c_{n+1}].$$
The first describes emission from the left step, the second attachment at the right step. Inserting the solution gives
$$A=c_n-\frac Jk-\frac Jv,\qquad Ae^{fl_n}=c_{n+1}+\frac Jk-\frac Jv.$$
Multiply the first relation by $\epsilon=e^{fl_n}$, equate it to the second and collect $J$:
$$J=\frac{c_n\epsilon-c_{n+1}}{R},\qquad R=\frac{\epsilon+1}{k}+\frac{\epsilon-1}{v}.$$

For equal edges, $c_n=c_{n+1}=c_0$, put $a=fl/2$ and use $(\epsilon+1)/(\epsilon-1)=\coth a$:
$$J_0(l)=\frac{c_0v}{1+(v/k)\coth a}.$$
Since $d(\coth a)/dl=-(f/2)/\sinh^2a$, the chain rule gives
$$J_0'(l)=\frac{c_0v^2f}{2k\sinh^2a\,[1+(v/k)\coth a]^2}
=\frac{c_0v^3}{2Dk\,[\sinh a+(v/k)\cosh a]^2}.$$
The denominator is positive, so within this terrace model the slope has the sign of $v$ at any drift strength.

For $|a|\ll1$, $\sinh a\simeq vl/(2D)$ and $\cosh a\simeq1$. The bracket becomes $v(l+2d)/(2D)$, and
$$J_0\simeq\frac{c_0vl}{l+2d},\qquad J_0'\simeq\frac{2d\,c_0v}{(l+2d)^2}.$$
The attachment resistance $2d$ is shared by the whole terrace, whereas the driving force accumulates over its width. A wider terrace therefore carries a larger flux.

## Why the direction matters

A step advances toward $+x$ when atoms attach. It receives $J_{n-1}$ from the upper terrace on its left and emits $J_n$ onto the lower terrace on its right:
$$\frac{dx_n}{dt}=\Omega(J_{n-1}-J_n).$$
Let terrace $n$ be slightly too wide. For $v>0$ its flux is larger than that of its neighbors. Its left step loses extra atoms and retreats left; its right step gains them and advances right. The terrace widens further. For $v<0$ the extra flux runs left, both edge motions reverse, and the terrace closes toward the mean width.

## Repulsion and the linear growth rate

Count only the repulsion between neighboring steps, and let its energy per unit step length be $\mathcal E=\sum_nG/l_n^2$ with $G>0$. Moving step $n$ by $dx_n$ adds $dx_n/\Omega$ atoms per unit length, so $\mu_n=\Omega\,\partial\mathcal E/\partial x_n$. This motion increases $l_{n-1}$ and decreases $l_n$:
$$\mu_n=2G\Omega\left(\frac1{l_n^3}-\frac1{l_{n-1}^3}\right),\qquad c_n\simeq c_0\left(1+\frac{\mu_n}{k_BT}\right).$$
The density formula requires $|\mu_n|\ll k_BT$. Linearizing with $\delta(l_n^{-3})=-3l^{-4}\delta l_n$ gives
$$\delta\mu_n=-\frac{6G\Omega}{l^4}(u_{n+1}-2u_n+u_{n-1})=\frac{6G\Omega}{l^4}\Lambda u_n,$$
because the second difference of $e^{iqn}$ is $-\Lambda e^{iqn}$. Thus
$$\delta c_n=c_0\kappa\Lambda u_n,\qquad \kappa=\frac{6G\Omega}{l^4k_BT}.$$

The flux depends on the width and on both edge densities. With $\alpha=\epsilon/R$ and $\beta=1/R$,
$$\delta J_n=J_0'(u_{n+1}-u_n)+\alpha\,\delta c_n-\beta\,\delta c_{n+1}.$$
Since $\delta J_{n-1}=e^{-iq}\delta J_n$, mass balance becomes
$$\sigma=\Omega(e^{-iq}-1)\left[J_0'(e^{iq}-1)+c_0\kappa\Lambda(\alpha-\beta e^{iq})\right].$$
The first product is $(e^{-iq}-1)(e^{iq}-1)=2-2\cos q=\Lambda$. The second is
$$\begin{aligned}(e^{-iq}-1)(\alpha-\beta e^{iq})&=\alpha e^{-iq}+\beta e^{iq}-\alpha-\beta\\
&=-\tfrac12(\alpha+\beta)\Lambda-i(\alpha-\beta)\sin q.\end{aligned}$$
From the definition of $R$,
$$\alpha+\beta=\frac{\epsilon+1}{R}=\frac1{1/k+\tanh(a)/v},\qquad \alpha-\beta=\frac{\epsilon-1}{R}=\frac{J_0}{c_0}.$$
The quasi-static growth rate is therefore
$$\sigma=\Omega\left[J_0'\Lambda-\frac{c_0\kappa\Lambda^2}{2[1/k+\tanh(a)/v]}-iJ_0\kappa\Lambda\sin q\right].$$
The imaginary part moves the pattern along the train without changing its amplitude. For weak drift, $\tanh(a)/v\simeq l/(2D)$ and $\alpha+\beta\simeq2D/(l+2d)$, so
$$\boxed{\mathrm{Re}\,\sigma=D\theta_0\left[\frac{2df}{(l+2d)^2}\Lambda-\frac{\kappa}{l+2d}\Lambda^2\right].}$$

The unapproximated rate was tested on a ring of eight steps in dimensionless units with $D=l=\theta_0=1$, $k=0.3$, $v=\pm0.8$ and $2G\Omega/k_BT=0.02$. Terrace fluxes came from numerical integration of the transport equation, and the response to each step displacement from finite differences. The largest deviation from the formula was $4.4\times10^{-9}$.

## Selected wavelength and kinetic limits

For $f<0$ both terms of the boxed result are negative at every nonzero $q$, so the train is stable. For $f>0$, modes grow when
$$0<\Lambda<\Lambda_c=\frac{2df}{\kappa(l+2d)}.$$
An infinite train contains arbitrarily small $\Lambda$ and has no threshold in $f$. A periodic train of $N$ steps has the smallest nonzero value $4\sin^2(\pi/N)$, which must lie below $\Lambda_c$.

Setting the derivative with respect to $\Lambda$ to zero gives
$$\Lambda_*=\frac{fd}{\kappa(l+2d)}=\frac{\Lambda_c}{2},\qquad q_*=2\arcsin\frac{\sqrt{\Lambda_*}}2,$$
if $\Lambda_*<4$. Substitution makes the drift term twice the repulsive term, leaving
$$\sigma_*=\frac{D\theta_0f^2d^2}{\kappa(l+2d)^3}.$$
If $\Lambda_*\ge4$, the fastest mode is $q=\pi$, in which neighboring steps pair.

**Slow attachment, $d\gg l$.** The result reduces to
$$\mathrm{Re}\,\sigma\simeq\frac{D\theta_0}{2d}(f\Lambda-\kappa\Lambda^2)=\frac{k\theta_0}{2}(f\Lambda-\kappa\Lambda^2).$$
Attachment sets the clock, but $\Lambda_*\simeq f/(2\kappa)$ no longer depends on it.

**Fast attachment, $d\ll l$.** Here
$$\mathrm{Re}\,\sigma\simeq D\theta_0\left(\frac{2df}{l^2}\Lambda-\frac{\kappa}{l}\Lambda^2\right).$$
The drift term vanishes as $d\to0$, because the flux tends to $c_0v$ on terraces of every width.

Slow attachment is thus a regime, not a threshold. The derivative of $2d/(l+2d)^2$ with respect to $d$ is $2(l-2d)/(l+2d)^3$, so at fixed $D$, $f$, $l$ and $\theta_0$ the drift term is largest at $2d=l$. Slower attachment weakens it.

## Adatom storage and permeable steps

**Storage.** A widening terrace must be filled with adatoms. Keep the density near $c_0$, so that $J$ remains uniform, but count fluxes relative to the moving edges. The edge laws become
$$J_n-c_0\dot x_n=k[c_n-c(0)],\qquad J_n-c_0\dot x_{n+1}=k[c(l_n)-c_{n+1}].$$
Averaging $J=vc-Dc'$ over the terrace gives $c(l_n)-c(0)\simeq(vc_0-J_n)l_n/D$. Add the edge laws, insert this difference and multiply by $d$:
$$J_n(l_n+2d)=vc_0l_n+D(c_n-c_{n+1})+c_0d(\dot x_n+\dot x_{n+1}).$$
The last term is new. The storage terms $c_0\dot x_n$ on the two sides of a step cancel in its mass balance, so $\dot x_n=\Omega(J_{n-1}-J_n)$ still holds. The new term adds
$$\frac{\theta_0d}{l+2d}(\dot x_{n-1}-\dot x_{n+1})=-i\frac{2d\theta_0\sin q}{l+2d}\,\dot x_n,$$
and hence
$$\sigma=\frac{\sigma_{\rm qs}}{1+is},\qquad s=\frac{2d\theta_0\sin q}{l+2d},$$
where $\sigma_{\rm qs}$ is the quasi-static rate. When $\sigma_{\rm qs}$ is nearly real, its real part is divided by $1+s^2$.

**Permeability.** Let adatoms also cross a step directly with speed $p$. Write $A_n$ and $B_n$ for the densities just right and left of step $n$, and $\eta_n=c_n-c_0$, with $A_n$ and $B_n$ also measured from $c_0$. Then
$$J_n=k(\eta_n-A_n)+p(B_n-A_n),$$
$$J_{n-1}=k(B_n-\eta_n)+p(B_n-A_n).$$
Subtracting and adding give
$$A_n+B_n=2\eta_n+\frac{J_{n-1}-J_n}{k},\qquad B_n-A_n=\frac{J_{n-1}+J_n}{k+2p}.$$
Solve for $A_n$, and for $B_{n+1}$ after shifting the index:
$$\begin{aligned}A_n-B_{n+1}={}&\eta_n-\eta_{n+1}+\frac{J_{n-1}-2J_n+J_{n+1}}{2k}\\&-\frac{J_{n-1}+2J_n+J_{n+1}}{2(k+2p)}.\end{aligned}$$
Weak-drift transport on the terrace reads $J_nl_n=vc_0l_n+D(A_n-B_{n+1})$. With $d'=D/(k+2p)$, the uniform train has $J_0=vc_0l/(l+2d')$, so $vc_0-J_0=2d'vc_0/(l+2d')$. For a perturbation the two flux combinations become $-\Lambda\delta J_n$ and $(4-\Lambda)\delta J_n$. Linearizing,
$$S\,\delta J_n=(vc_0-J_0)\delta l_n+D(\delta c_n-\delta c_{n+1}),$$
$$S=l+\frac d2\left[\Lambda+\frac{4-\Lambda}{1+2p/k}\right].$$
Now $\delta l_n=(e^{iq}-1)u_n$ and $\delta c_n-\delta c_{n+1}=-(e^{iq}-1)c_0\kappa\Lambda u_n$. Multiplication by $\Omega(e^{-iq}-1)$ yields
$$\mathrm{Re}\,\sigma=\frac{D\theta_0}{S}\left[\frac{2d'f}{l+2d'}\Lambda-\kappa\Lambda^2\right].$$
At $p=0$, $S=l+2d$ and the boxed result returns. For finite $p$ without net evaporation or growth, the sign of the drift term is unchanged, although its size is not.

## Example: current-heated vicinal silicon

The inputs are rough values in the regime of vicinal Si(111) heated by direct current: $T=1170$ K, $l=20$ nm, step height 0.31 nm, $E=5$ V/cm, $Z^*=0.1$, $D=10^{-5}$ cm²/s, $\theta_0=0.1$, $d=1000$ nm, $\Omega=0.064$ nm² and $G=0.05$ eV nm. The miscut is about $0.9^\circ$. With $k_BT=0.1008$ eV and $E=5\times10^{-7}$ V/nm,
$$f=\frac{0.1\times5\times10^{-7}}{0.1008}=4.96\times10^{-7}\ \mathrm{nm^{-1}},$$
$$\kappa=\frac{6(0.05)(0.064)}{(20)^4(0.1008)}=1.19\times10^{-6}\ \mathrm{nm^{-1}}.$$
Therefore
$$\Lambda_*=\frac{(4.96\times10^{-7})(1000)}{(1.19\times10^{-6})(2020)}=0.206,$$
and $q_*=0.458$. The fastest wavelength is $2\pi/q_*=13.7$ steps, or 274 nm; wavelengths below 9.6 steps are stable.

Since $D=10^9$ nm²/s, $D\theta_0=10^8$ nm²/s. The drift and repulsion coefficients are $0.0243$ and $0.0589$ s⁻¹, so
$$\sigma_*=0.0243(0.206)-0.0589(0.206)^2=2.5\times10^{-3}\ \mathrm{s^{-1}}.$$
The e-folding time is 399 s, about 6.6 minutes. Reversing the current at the same $q$ changes the drift contribution from $+2$ to $-2$ units of the repulsive term. The net rate goes from $+1$ to $-3$ units, and the perturbation decays in 133 s.

Time integration of the nonlinear step equations on a 14-step ring, started from a small single-mode displacement, gave $2.503\times10^{-3}$ s⁻¹ for step-down drift and $-7.126\times10^{-3}$ s⁻¹ for step-up drift. The formula gives the same values to these digits.

A ring of 28 steps was also started from random displacements, with widths from 17.9 to 21.9 nm. After 5000 s of step-down drift the widths ranged from 7.6 to 240 nm: one terrace occupied about 43% of the 560 nm ring. From the same start, step-up drift left a width standard deviation of $1.6\times10^{-5}$ nm, compared with 0.89 nm initially. The linear formula predicts the onset, not these late widths.

## Size of the neglected effects

The drift energy across one terrace is $10^{-5}k_BT$, so the weak-drift expansion is ample here. Storage gives $s=0.044$, hence a reduction by $s^2\simeq0.19\%$. A separate moving-boundary calculation, which does not assume a quasi-static density, gives the same 0.19%.

With a desorption time $\tau=500$ s, that calculation lowers the rate by a further 0.15%. An estimate explains the size. Each step supplies half the loss of its two terraces, which adds
$$-\frac{\theta_0}{2\tau}(u_{n+1}-u_{n-1})=-i\frac{\theta_0}{\tau}\sin q\,u_n$$
to its velocity. This term is imaginary, but division by $1+is$ turns it into a real contribution of about $-(\theta_0/\tau)s\sin q=-3.9\times10^{-6}$ s⁻¹, or $-0.15\%$ of the growth rate.

Permeability matters far more. For $p=k$, with $q$ and all other inputs fixed, the step-down rate becomes $6.4\times10^{-3}$ s⁻¹, larger by a factor of 2.6, and the step-up rate becomes $-0.020$ s⁻¹. The cause is the flux resistance $S$, which falls from 2020 to about 755 nm while the bracket shrinks in magnitude by only about 4% for step-down drift and 1% for step-up drift.

On real Si(111), step-down direct current bunches steps in a temperature range that includes roughly 1170 K, in agreement with the sign found here for $Z^*>0$. The unstable direction is known to reverse in a higher temperature range. The present model, with fixed positive $Z^*$ and no net evaporation, has no such reversal and should not be extrapolated there. Real steps may break the impermeability assumption. The factor 2.6 belongs to $p=k$ and is not a bound: for $p=10k$ the formula gives about 6.3. The sign of the rate is set by the bracket, whose drift part shrinks as $p$ grows while its repulsive part stays fixed. For $p=100k$ the same perturbation therefore decays even under step-down drift, although sufficiently long waves still grow. The values of $Z^*$, $d$, $D$ and $\theta_0$ are also uncertain, and $\sigma_*$ is quadratic in $Z^*$. With $Z^*=0.01$ the e-folding time of the fastest mode would be about 11 hours, so the several minutes found here illustrate the chosen inputs and are not a prediction. Inverse-square repulsion between more distant steps, omitted here, would raise the effective $\kappa$ by a factor of up to $\sum_{m\ge1}m^{-2}=\pi^2/6$, reached at long wavelength, and slow the growth. Site blocking, omitted here, is expected to enter at relative order $\theta_0$, about 10%. Step meandering is outside this one-dimensional treatment.

## Implementation notes

Evaluate $f$ with its sign, then $\kappa$ and $\Lambda_*$. Test $0<\Lambda_*<4$ before using $q_*$ or $\sigma_*$: for $f<0$ the train is stable and has no fastest-growing mode, although the expression for $\sigma_*$ would still return a positive number. For $d\gg l$, $\Lambda_*$ scales nearly as $l^4$; with the other example inputs fixed, pairing takes over near $l=42$ nm. As long as $\Lambda_*$ stays below 4, $\sigma_*$ scales as $f^2$; in the example, doubling $Z^*$ quadruples it.

In a nonlinear simulation, the numerator $c_n\epsilon-c_{n+1}$ subtracts nearly equal numbers. With $c_n=c_0(1+m_n)$, compute it as
$$c_0\left[(1+m_n)(\epsilon-1)+m_n-m_{n+1}\right],$$
using a library function for $e^x-1$ at small $x$. The remaining values are in the numerical output.

## Values computed for the example and the checks

```
temperature 1170 K; kT 0.1008 eV
field 5.0 V/cm; effective charge number 0.10
step spacing 20.0 nm; step height 0.31 nm
miscut angle 0.89 degrees
area per atom 0.064 nm^2; repulsion G 0.050 eV nm
diffusivity 1.0e-05 cm^2/s; coverage 0.10
attachment length d 1000 nm; attachment speed k 1.00e+06 nm/s
drift parameter f 4.959e-07 1/nm; drift speed v 495.9 nm/s
drift energy across terrace over kT 9.92e-06
repulsion parameter kappa 1.190e-06 1/nm
fastest Lambda 0.2063; cutoff Lambda 0.4125
fastest q 0.4582 rad; wavelength 13.71 steps
fastest wavelength 274.3 nm
cutoff wavelength 9.61 steps
step-down rate 2.5070e-03 1/s; e-fold time 398.9 s
step-down e-fold time 6.65 min
step-up rate at same q -7.5209e-03 1/s; decay time 133.0 s
14-step mode, simulated down rate 2.5030e-03 1/s
14-step mode, formula down rate 2.5030e-03 1/s
14-step mode, simulated up rate -7.1258e-03 1/s
14-step mode, formula up rate -7.1258e-03 1/s
nonlinear run: 28 steps, 5000 s
initial widths 17.92 to 21.87 nm
step-down final widths 7.59 to 239.73 nm
step-up final widths 20.0000 to 20.0000 nm
initial width standard deviation 0.8937 nm
step-up final width standard deviation 1.63e-05 nm
finite-drift change of peak rate -4.89e-09 percent
rate with adatom storage 2.5021e-03 1/s
storage change of rate -0.192 percent
desorption time 500 s; sublimation 2.0e-04 layers/s
evaporation diffusion length 707.1 um
evaporation change of rate -0.153 percent
permeability p=k, step-down rate 6.4334e-03 1/s
permeability p=k, step-up rate -1.9820e-02 1/s
permeability p=k, step-down rate ratio 2.571
largest ring-Jacobian error 4.4e-09 (dimensionless)
```
